\section*{Filling time of neutral traps under a constant injected electron current}

\section{The problem}

An insulating film contains identical neutral electron traps, all empty at $t=0$. From then on a constant electron current density $J=1\ \mu\mathrm{A/cm^2}$ crosses the film. A trap that has captured an electron keeps it and captures no second one. The capture cross section is $\sigma=10^{-15}\ \mathrm{cm^2}$, defined as in an injection experiment: when a small net number $d\Phi$ of electrons per unit area has passed through the film, an empty trap has captured one with probability $\sigma\,d\Phi$. With what time constant do the traps fill?

For orientation, the electrons drift at about $10^7$ cm/s, have a kinetic energy of about 2 eV and an effective mass of about half the free-electron mass. These are rough values for electrons in a strong field.

The algebra uses atomic units, in which the elementary charge $e$, $\hbar$ and the electron mass equal one. The magnitude of $J$ is then also the net number of electrons crossing unit area in unit time. Ordinary units return when numbers are inserted.

\section{A tempting solution}

A target of area $\sigma$, in a gas of particles with density $n_{\rm f}$ and speed $v$, is struck at the rate $\sigma v n_{\rm f}$. The free-electron density follows from the current and the drift speed $v_{\rm d}$:
\begin{equation}
J=n_{\rm f}v_{\rm d}\quad\Rightarrow\quad n_{\rm f}=\frac{J}{v_{\rm d}} .
\end{equation}
In ordinary units this is $J/(e v_{\rm d})=6.24\times10^{5}\ \mathrm{cm^{-3}}$. The speed follows from the kinetic energy $E_{\rm k}=mv^2/2$, so $v=\sqrt{2E_{\rm k}/m}=1.19\times10^{8}$ cm/s. The capture rate of one empty trap would be
\begin{equation}
\sigma v n_{\rm f}=10^{-15}\times1.19\times10^{8}\times6.24\times10^{5}\ \mathrm{s^{-1}}
\approx 0.074\ \mathrm{s^{-1}},
\end{equation}
and its inverse, 13.5 s, would be the time constant.

\section{Where it goes wrong}

The collision formula is sound, but the cross section put into it is of another kind. To see this, let $\sigma_{\rm m}$ be the microscopic cross section, the target area that the trap presents to an electron arriving from any direction. Assume that it does not depend on speed, and that the trap is small compared with the distance between scattering events.

Consider first the electrons with one velocity $\mathbf v$. Those that strike the trap within $dt$ start in a tube of cross section $\sigma_{\rm m}$ and length $|\mathbf v|\,dt$. Adding the tubes for all velocities gives
\begin{equation}
\text{capture rate}=\sigma_{\rm m}n_{\rm f}\langle|\mathbf v|\rangle
=\sigma_{\rm m}\frac{\langle|\mathbf v|\rangle}{v_{\rm d}}\,J ,
\end{equation}
where the last step used $n_{\rm f}=J/v_{\rm d}$. The mean speed enters here, while the current contains only the mean velocity along the field. An electron that scatters to and fro travels a path longer than its net advance, and it can strike a trap anywhere along that path.

By the definition in the problem, the capture rate is also $\sigma J$. Comparing the two expressions gives
\begin{equation}
\sigma=\sigma_{\rm m}\frac{\langle|\mathbf v|\rangle}{v_{\rm d}} .
\label{eq:sigma}
\end{equation}
The given $\sigma$ therefore already contains the lengthening of the path. The tempting solution multiplied by the factor $v/v_{\rm d}=11.9$ a second time and made the time too short by that factor. If all electrons flew straight along the field, the mean speed would equal the drift speed and the two cross sections would coincide.

The tube argument was tested by counting. Points were placed at random around a sphere and given velocities of one magnitude in random directions, plus a common drift of one quarter of that magnitude. The number of points that struck the sphere, divided by the number expected from net flux times target area, was 4.074. The ratio of mean speed to drift speed was 4.083.

The answer of 13.5 s would be right, within the rough speeds used, if $10^{-15}\ \mathrm{cm^2}$ were the microscopic cross section. With the definition given here, the microscopic value is smaller, about $10^{-15}/11.9\approx8\times10^{-17}\ \mathrm{cm^2}$. The speed taken from the mean kinetic energy is a root-mean-square speed; for a Maxwell distribution the mean speed is 8\% lower, which gives 10.9 and $9\times10^{-17}\ \mathrm{cm^2}$. A quoted cross section is thus incomplete until one knows which flux it refers to.

\section{The right solution}

Let $N$ be the density of traps and $n(t)$ the density of filled ones. Assume for now that the flux is the same at every depth. In a time $dt$ the net number of electrons crossing unit area is $J\,dt$, so each empty trap captures with probability $\sigma J\,dt$. There are $N-n$ empty traps per unit volume, and nothing is released:
\begin{equation}
\frac{dn}{dt}=\sigma J\,(N-n).
\label{eq:rate}
\end{equation}
Introduce the density of empty traps, $u=N-n$. Since $N$ is constant, $du/dt=-dn/dt$, and therefore
\begin{equation}
\frac{du}{dt}=-\sigma J\,u .
\end{equation}
Dividing by $u$ and integrating from $0$, where $u=N$, to $t$ gives
\begin{equation}
\ln\frac{u(t)}{N}=-\sigma J\,t
\quad\Rightarrow\quad u(t)=N\exp(-\sigma Jt).
\end{equation}
The filled density is what remains:
\begin{equation}
n(t)=N\left[1-\exp(-t/\tau)\right],\qquad \tau=\frac{1}{\sigma J}.
\label{eq:fill}
\end{equation}
In ordinary units $J$ is a charge per area and time, so the electron flux is $J/e$, and
\begin{equation}
\tau=\frac{e}{\sigma J}
=\frac{1.602\times10^{-19}\ \mathrm{C}}
{(10^{-15}\ \mathrm{cm^2})(10^{-6}\ \mathrm{A/cm^2})}
=160.2\ \mathrm{s}.
\end{equation}
The areas cancel, and a coulomb divided by an ampere is a second. The traps fill with a time constant of about 160 s, or $6.6\times10^{18}$ atomic units of time. The electron flux is large, $6.24\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$, but the target is so small that an empty trap captures at a rate of only $0.00624\ \mathrm{s^{-1}}$.

A simulation that does not use the rate equation gives an independent value. Electrons were dropped at random points on an area containing 10\,000 small discs, each of which could hold one electron. The time at which a fraction $1-\exp(-1)$ of the discs was filled came out as 156.9 s. The finite number of discs gives the empty fraction $p=\exp(-1)$ a standard deviation $\sqrt{p(1-p)/10\,000}=0.0048$. That fraction falls at the rate $p/\tau$, so the time has a standard deviation of $0.0048\,\tau/0.368\approx2.1$ s. In the simulation an electron stops at the first empty disc it meets, and the discs cover 2\% of the area, so overlapping discs shadow one another. This raises the expected value by about 1.3 s, to 161.5 s. The simulated value lies about 2.2 deviations below that, a rather large fluctuation. The simulation thus confirms $\tau$ to about 3\%, which is ample to exclude 13.5 s.

\section{Reading the result}

For $t\ll\tau$, expanding the exponential gives $n\approx Nt/\tau$. At 10 s this linear law predicts a filled fraction of $10/160.2=0.062$, while the full law gives 0.0605. Continued as a straight line, the early growth would fill every trap at $t=\tau$. The actual fraction is then 0.632, because fewer and fewer empty traps are left to capture. It reaches 0.865 at $2\tau$ and 0.950 at $3\tau$. Filling 90\% takes $\tau\ln10\approx369$ s.

The trap density sets how much charge is finally stored, but it does not enter $\tau$. The charge injected per unit area during one time constant is
\begin{equation}
J\tau=\frac{e}{\sigma}=160\ \mu\mathrm{C/cm^2},
\end{equation}
whatever the current, provided that $\sigma$ stays the same.

This remains useful when the current varies. Let $Q$ be the charge injected per unit area, so that $dQ=J\,dt$. In atomic units equation (\ref{eq:rate}) becomes $dn/dQ=\sigma(N-n)$. It has the same form as before, with $Q$ in place of $t$ and $\sigma$ in place of $\sigma J$. Its solution, with $e$ restored, is
\begin{equation}
n=N\left[1-\exp(-\sigma Q/e)\right].
\label{eq:charge}
\end{equation}
Numerical integration for a current modulated by 80\% with a period of 100 s, carried on to 230 s, agreed with this formula to within $10^{-7}$ in the filled fraction.

\section{What detrapping would change}

Suppose that a filled trap releases its electron at a rate $r$. Then
\begin{equation}
\frac{dn}{dt}=\frac{N-n}{\tau}-rn
=\frac{N}{\tau}-\left(\frac1\tau+r\right)n .
\end{equation}
Setting the derivative to zero gives the final density
\begin{equation}
n_\infty=\frac{N/\tau}{1/\tau+r}=\frac{N}{1+r\tau}.
\end{equation}
With this value, $N/\tau=(1/\tau+r)\,n_\infty$, and the equation becomes
\begin{equation}
\frac{d(n-n_\infty)}{dt}=-\left(\frac1\tau+r\right)(n-n_\infty).
\end{equation}
Since $n-n_\infty=-n_\infty$ at $t=0$, the solution is
\begin{equation}
n(t)=n_\infty\left[1-\exp(-t/\tau')\right],\qquad
\tau'=\frac{\tau}{1+r\tau}.
\end{equation}
Release makes the approach faster and the final filling incomplete. For $r\tau=0.5$ the time constant is $160.2/1.5\approx107$ s, and only two thirds of the traps are filled in the end. Someone who took $e/(J\tau')$ for the cross section would overestimate it by the factor $1+r\tau$. The value of 160 s requires $r\tau\ll1$.

For release by heat and tunnelling, whether this holds depends on the trap depth $E_{\rm t}$. An electron can be lifted thermally by an energy $E$ and then tunnel through the remaining barrier $B=E_{\rm t}-E$. The emptied trap is neutral and does not attract the departing electron by a Coulomb force, so the barrier is taken as a triangle, lowered linearly by the force $F$ of the field. It ends at $z=B/F$, and the tunnelling exponent is
\begin{equation}
2\int_0^{B/F}\!\sqrt{2m(B-Fz)}\,dz
=2\sqrt{2m}\,\frac{2B^{3/2}}{3F}
=\frac{4\sqrt{2m}\,B^{3/2}}{3F}.
\end{equation}
The release rate is then estimated as
\begin{equation}
r\approx\nu\,\max_{0\le E\le E_{\rm t}}\exp\!\left[-\frac{E}{kT}
-\frac{4\sqrt{2m}\,(E_{\rm t}-E)^{3/2}}{3F}\right],
\end{equation}
where $\nu$ is an attempt rate. The estimate keeps the most favourable energy alone and ignores any rearrangement of atoms around the trap.

It also leaves out release by impact: a passing electron with enough kinetic energy can knock a trapped one free. Let $\sigma_{\rm i}$ be the cross section for this, defined per net flux like $\sigma$. Impact then adds $\sigma_{\rm i}J$ to the release rate and $\sigma_{\rm i}/\sigma$ to $r\tau$, whatever the current. The value of 160 s therefore also requires $\sigma_{\rm i}\ll\sigma$.

\section{A film with numbers}

Take a film 100 nm thick with relative permittivity 2.7, $N=5\times10^{16}\ \mathrm{cm^{-3}}$, $E_{\rm t}=2.5$ eV, $T=398$ K, $\nu=10^{13}\ \mathrm{s^{-1}}$ and a field of 3 MV/cm at the cathode. After one time constant it holds $0.632\,N=3.2\times10^{16}$ trapped electrons per $\mathrm{cm^3}$.

\textbf{Release.} At the highest field in the filled film, found below, the estimate gives $r\approx9\times10^{-12}\ \mathrm{s^{-1}}$, so $r\tau\approx10^{-9}$. Even a large error in $\nu$ would not matter. For shallower traps it is different: with the same field and temperature, $r\tau$ reaches 0.01 at a depth of about 1.96 eV and grows quickly below that. These values depend much more on the rough mass and field than on $\nu$. With a mass of 0.3 the product $r\tau$ at 2.5 eV rises to about $10^{-4}$ and the depth of 1.96 eV moves to about 2.3 eV; with a mass of 0.5 and a field of 5 MV/cm, $r\tau$ is about 0.04. Summing over all lift energies instead of keeping the best one raises $r$ at 2.5 eV by a factor of about 25. These numbers do not include release by impact. With a mean kinetic energy of about 2 eV, a large share of the electrons (about 30\% for a Maxwell distribution) may carry more than the 2.5 eV needed, so $\sigma_{\rm i}\ll\sigma$ is a separate assumption for this film.

\textbf{Loss of flux.} Captured electrons are missing further on. Let $j(x)$ be the flux at distance $x$ from the cathode, and neglect the tiny stored density of free electrons. Then
\begin{equation}
\frac{dj}{dx}=-\sigma u j\ \ge\ -\sigma Nj
\quad\Rightarrow\quad j(L)\ge J\exp(-\sigma NL),
\end{equation}
because $u\le N$. The local filling time thus lies between $\tau$ and $\tau\exp(\sigma NL)$. Here $\sigma NL=10^{-15}\times5\times10^{16}\times10^{-5}=5\times10^{-4}$. A layer-by-layer integration puts the delay at the far side at $3\times10^{-4}\,\tau$, about 0.05 s. A uniform flux is a good assumption for this film, but it would fail for $\sigma NL$ near one.

\textbf{Trapped charge.} Each trapped electron repels those that follow. With absolute permittivity $\varepsilon$ (the relative permittivity times $\varepsilon_0$, where $\varepsilon_0=1/4\pi$ in atomic units), Gauss's law for the force along the direction of flow reads $dF/dx=n/\varepsilon$. For completely filled traps, integration from the cathode value $F_0$ gives
\begin{equation}
F(x)=F_0+\frac{Nx}{\varepsilon},\qquad
V=\int_0^L F\,dx=F_0L+\frac{NL^2}{2\varepsilon}.
\end{equation}
With $e$ restored, the field rise $eNL/\varepsilon$ at the anode is 0.335 MV/cm, or 11\% of the cathode field, and the highest field is 3.34 MV/cm. These are averages over the film area; close to a single trapped electron the field differs. To keep the cathode field at 3 MV/cm, the voltage must rise by half the field rise times the thickness, which is 1.7 V. If the voltage were held fixed instead, the field at the cathode would fall. Where that field controls the injection, the current would fall with it, and equation (\ref{eq:charge}) would replace the simple exponential in time.

\textbf{Electrodes.} A trap at distance $d$ from a metal can exchange its electron by tunnelling, at a rate of about $\nu\exp(-2\kappa d)$ with $\kappa=\sqrt{2mE_{\rm t}}$, the field being ignored. This equals $1/\tau$ at $d=\ln(\nu\tau)/(2\kappa)\approx3$ nm. Two such layers make up about 6\% of the film. Traps there need not follow equation (\ref{eq:fill}). This tunnelling leaves the other traps alone, but $\sigma$ itself changes over a wider layer, because equation (\ref{eq:sigma}) rests on the bulk relation $n_{\rm f}=J/v_{\rm d}$. An absorbing anode depletes the free electrons over a length $D/v_{\rm d}$. With a momentum relaxation time $mv_{\rm d}/F\approx1$ fs and a diffusion constant $D$ of about $v^2/3$ times that time, this length is about 4 nm, so traps within roughly 10 nm of the anode fill more slowly. Near the cathode an electron needs at least 7 nm to gain 2 eV from the field. The single time constant belongs to the interior of the film.

\section{Comparison with a real dielectric}

The thickness, permittivity and field are rough values for a carbon-doped oxide, a low-permittivity insulator used between metal lines, under electrical stress. The field is far above that of normal operation: 1 V across 100 nm is only 0.1 MV/cm. It is below a rough breakdown field of 6 MV/cm, but this does not exclude breakdown after a long time under stress. The trap density and depth are assumptions of the model. A real film may break the assumption of a single cross section, and this can change the answer greatly: at the same current, traps with $10^{-14}$ and $10^{-16}\ \mathrm{cm^2}$ fill with time constants of 16 s and 1600 s, and their sum is not a single exponential. If the cross section were inversely proportional to the field and had the given value at the cathode, the filling time at the anode would be longer by at most about 11\%, because the field there exceeds the cathode field by that much only when all traps are filled. Stress may also create new traps, which the model leaves out. Finally, if the current itself is carried by electrons hopping from trap to trap, those traps release electrons all the time. The 160 s then applies only to separate, deeper traps that hold what they catch. The values used here are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (film values are rough typical ones)
Capture cross section per net flux: 1e-15 cm^2
Electron current density: 1 microampere/cm^2
Elementary charge: 1.602177e-19 C
Film thickness: 100 nm
Relative permittivity: 2.7
Trap density: 5e+16 cm^-3
Trap depth: 2.5 eV
Temperature: 398 K
Cathode field: 3 MV/cm
Rough breakdown field: 6 MV/cm
Attempt rate: 1e+13 s^-1
Effective mass: 0.5 electron masses
Drift speed: 1e+07 cm/s
Hot-electron energy: 2 eV
MAIN RESULT
Electron flux: 6.242e+12 cm^-2 s^-1
Capture rate of one empty trap: 0.006242 s^-1
Filling time constant: 160.22 s
Filling time constant, atomic units: 6.624e+18 hbar/hartree
Time constant from Monte Carlo: 156.9 s
Injected charge per time constant: 160.2 microC/cm^2
Filled fraction at 10 s: 0.0605
Filled fraction at tau: 0.6321
Filled fraction at 2 tau: 0.8647
Filled fraction at 3 tau: 0.9502
Filled density at tau: 3.161e+16 cm^-3
Time to fill 90 percent: 368.9 s
NEGLECTED EFFECTS
sigma N L: 0.0005
Relative delay at far side: 3.12e-04
Anode field rise, all traps filled: 0.335 MV/cm
Field rise over cathode field: 11.2 %
Anode field, all traps filled: 3.335 MV/cm
Voltage rise at constant current: 1.675 V
Estimated emission rate: 8.8e-12 s^-1
Emission rate times tau: 1.4e-09
Depth where that product is 0.01: 1.96 eV
Exchange layer at each electrode: 3.06 nm
Two such layers, share of film: 6.1 %
Free-electron density: 6.24e+05 cm^-3
Collision test: counted ratio: 4.074
Collision test: mean over drift speed: 4.083
Hot-electron speed: 1.19e+08 cm/s
Hot speed over drift speed: 11.9
Time constant if sigma were microscopic: 13.5 s
\end{verbatim}
